\section*{Diabatic free energy curves along the energy-gap coordinate}

\section*{Setting}

An electron can sit on a donor (diabatic state $a$) or on an acceptor (diabatic state $b$). The nuclei, with coordinates $R$, move on the potential energy surface $E_a(R)$ or $E_b(R)$. The vertical energy gap
\begin{equation}
\Delta(R)=E_b(R)-E_a(R)
\end{equation}
is the energy needed to move the electron while the nuclei stand still. At $\Delta=0$ the two states are degenerate, and the electron can transfer without exchanging energy with the nuclei.

The nuclei are taken to be classical and in canonical equilibrium at temperature $T$, the same in both states, with $\beta=1/kT$. Their masses do not depend on the electronic state, and both surfaces are measured from one common zero of energy. The partition integrals and unnormalized gap densities are
\begin{equation}
Z_i=\int dR\,e^{-\beta E_i(R)},\qquad
z_i(x)=\int dR\,e^{-\beta E_i(R)}\,\delta(\Delta(R)-x),\qquad i=a,b,
\label{eq:z}
\end{equation}
with both $Z_i$ finite. The kinetic energy contributes the same momentum integral in both states, so it has been dropped. The diabatic free energy curves are
\begin{equation}
A_i(x)=-kT\ln\frac{\epsilon_0 z_i(x)}{Z_a},\qquad \epsilon_0=1\ \mathrm{eV}.
\label{eq:A}
\end{equation}
The factor $\epsilon_0$ makes the argument of the logarithm dimensionless. Both curves are divided by the same $Z_a$, so they share one zero of free energy.

\section*{(a) The difference of the two curves}

\paragraph{Question.} Without assuming anything about the shape of the surfaces or of the gap distribution, find $A_b(x)-A_a(x)$.

\paragraph{Solution.} Let $\varphi(x)$ be any continuous function that vanishes outside a bounded interval. Multiply $z_b(x)$ by $\varphi(x)$ and integrate over $x$. The delta function replaces $x$ by $\Delta(R)$:
\begin{align}
\int dx\,\varphi(x)z_b(x)
&=\int dR\,\varphi(\Delta)\,e^{-\beta E_b}\nonumber\\
&=\int dR\,\varphi(\Delta)\,e^{-\beta\Delta}\,e^{-\beta E_a}
 \qquad\text{since }E_b=E_a+\Delta\nonumber\\
&=\int dx\,\varphi(x)\,e^{-\beta x}z_a(x).
\end{align}
The last line uses the definition of $z_a$, with $\varphi(x)e^{-\beta x}$ as the test function. Because $\varphi$ is arbitrary, the densities agree wherever they are continuous:
\begin{equation}
z_b(x)=e^{-\beta x}z_a(x).
\label{eq:zz}
\end{equation}
They are therefore positive at the same values of $x$. There, (\ref{eq:A}) gives
\begin{equation}
A_b(x)-A_a(x)=-kT\ln\frac{z_b(x)}{z_a(x)}=x .
\label{eq:main}
\end{equation}

All configurations with gap $x$ have their energy raised by the same amount $x$ when the state changes from $a$ to $b$. Their relative weights do not change, so no entropy term appears. The gap distribution may have any shape, but the ensemble may not: the proof needs the Boltzmann weight, which turns the sum $E_a+\Delta$ into a product, and one temperature for both states.

\section*{(b) Separately normalized distributions}

\paragraph{Question.} A simulation in state $i$ yields the normalized density $p_i(x)=z_i(x)/Z_i$. How are $p_a$ and $p_b$ related, and what do they say about $\Delta A=-kT\ln(Z_b/Z_a)$?

\paragraph{Solution.} From (\ref{eq:zz}), and with $Z_a/Z_b=e^{\beta\Delta A}$,
\begin{equation}
p_b(x)=\frac{e^{-\beta x}z_a(x)}{Z_b}
=\frac{Z_a}{Z_b}\,e^{-\beta x}p_a(x)
=e^{-\beta(x-\Delta A)}p_a(x).
\label{eq:p}
\end{equation}
Two curves $-kT\ln[\epsilon_0p_i(x)]$, each built from its own normalized histogram, thus differ by $x-\Delta A$, not by $x$. Adding $\Delta A$ to the curve of state $b$ restores the common zero, because $z_b/Z_a=p_bZ_b/Z_a$.

Integrating (\ref{eq:p}) over all $x$, with $\int p_b\,dx=1$, gives
\begin{equation}
e^{-\beta\Delta A}=\int dx\,p_a(x)\,e^{-\beta x}=\langle e^{-\beta\Delta}\rangle_a .
\end{equation}
The gap distribution of state $a$ alone determines $\Delta A$, provided that its tail at low $x$ is known well enough. By (\ref{eq:p}) the integrand is proportional to $p_b(x)$, so $p_a$ is needed where state $b$ has its typical gaps. This is a severe demand. In the model of part (e), $p_a$ at the most probable gap of state $b$ is $2\times10^{-11}$ of its peak value, and leaving out $x<-0.5$~eV, which holds only $2\times10^{-7}$ of the probability in state $a$, changes the result from $-0.224$ to $-0.118$~eV.

\section*{(c) Crossing, slopes and reorganization energies}

\paragraph{Question.} Let the curves be smooth, with minima at $x_a$ and $x_b$. Where do they cross, and how are their slopes and curvatures related? Define
\begin{equation}
\lambda_a=A_a(x_b)-A_a(x_a),\qquad \lambda_b=A_b(x_a)-A_b(x_b),
\end{equation}
and find both from $x_a$, $x_b$ and $D=A_b(x_b)-A_a(x_a)$.

\paragraph{Solution.} By (\ref{eq:main}) the curves can cross only at $x=0$, and they do cross there if the densities are positive at $x=0$. If no configuration has zero gap, for example when $E_b-E_a$ has a positive lower bound, the curves do not cross at all. Differentiating once and twice gives
\begin{equation}
A_b'(x)=A_a'(x)+1,\qquad A_b''(x)=A_a''(x).
\end{equation}
Hence $A_b'(x_a)=1$ and $A_a'(x_b)=-1$. The curvatures agree at the same $x$. At the two minima, which are different points, they may differ.

For the reorganization energies, use (\ref{eq:main}) to change the state label at fixed $x$:
\begin{align}
\lambda_a&=[A_b(x_b)-x_b]-A_a(x_a)=D-x_b,\nonumber\\
\lambda_b&=[A_a(x_a)+x_a]-A_b(x_b)=x_a-D.
\label{eq:lam}
\end{align}
Their sum is
\begin{equation}
\lambda_a+\lambda_b=x_a-x_b .
\label{eq:sum}
\end{equation}
The distance between the most probable gaps fixes the sum of the reorganization energies for any gap distribution with such minima. It does not make them equal.

\section*{(d) The Gaussian case}

\paragraph{Question.} Suppose that $A_a(x)=A_a(x_a)+(x-x_a)^2/(4\lambda)$ for all $x$, with $\lambda>0$. Find $A_b(x)$, the variance of the gap, and the free energy needed to reach the crossing from the minimum of $A_a$.

\paragraph{Solution.} Add $x$ and complete the square:
\begin{align}
(x-x_a)^2+4\lambda x&=x^2-2(x_a-2\lambda)x+x_a^2\nonumber\\
&=[x-(x_a-2\lambda)]^2+x_a^2-(x_a-2\lambda)^2\nonumber\\
&=[x-(x_a-2\lambda)]^2+4\lambda x_a-4\lambda^2 .
\end{align}
Division by $4\lambda$ gives
\begin{equation}
A_b(x)=A_a(x_a)+x_a-\lambda+\frac{(x-x_b)^2}{4\lambda},\qquad x_b=x_a-2\lambda .
\end{equation}
The second curve is also a parabola, with the same curvature $1/(2\lambda)$. Both densities are proportional to $\exp[-(x-x_i)^2/(4\lambda kT)]$, so both variances are $\sigma^2=2\lambda kT$. With equal widths, the ratio $Z_b/Z_a$ is fixed by the heights of the minima alone, and therefore $\Delta A=D=x_a-\lambda$. The cost of reaching $x=0$ is
\begin{equation}
A_a(0)-A_a(x_a)=\frac{x_a^2}{4\lambda}=\frac{(\lambda+\Delta A)^2}{4\lambda},
\label{eq:marcus}
\end{equation}
which is the Marcus expression.

Two parabolas of unequal curvature differ by a function with a nonzero $x^2$ term. They cannot satisfy (\ref{eq:main}) on any interval, so they cannot both be correct free energy curves along the gap.

\section*{(e) An anharmonic model}

\paragraph{Question.} For dimensionless coordinates $u,v$, take
\begin{align}
E_a&=\tfrac12k_au^2+gu^4+\tfrac12hv^2+cu^2v^2,\nonumber\\
E_b&=\varepsilon+\tfrac12k_b(u-1)^2+g(u-1)^4+\tfrac12h(v-1)^2+cu^2v^2,
\end{align}
with $k_a=0.8$, $k_b=1.2$, $g=0.2$, $h=0.5$, $c=0.1$ and $\varepsilon=-0.3$, all in eV, at 300~K, where $kT=0.02585$~eV. Find the curves by a method that does not presuppose (\ref{eq:main}), and compare them with Gaussian estimates.

\paragraph{Solution.} The coupling $cu^2v^2$ cancels in the gap. Expanding the powers,
\begin{align}
\tfrac12k_b(u-1)^2-\tfrac12k_au^2&=0.6-1.2u+0.2u^2,\nonumber\\
g[(u-1)^4-u^4]&=0.2-0.8u+1.2u^2-0.8u^3,\nonumber\\
\tfrac12h[(v-1)^2-v^2]&=0.25-0.5v,
\end{align}
and adding $\varepsilon$, one finds, in eV,
\begin{equation}
\Delta=0.75-2.0u+1.4u^2-0.8u^3-0.5v .
\end{equation}
The gap is nonlinear in $u$. Its skewness is $0.59$ in state $a$ and $-0.38$ in state $b$, so neither distribution is Gaussian.

The average $\langle e^{i\kappa\Delta}\rangle_i$ is the Fourier transform of $p_i(x)$. It can be computed over the whole $(u,v)$ plane, separately in each state, and inverted:
\begin{equation}
p_i(x)=\frac1{2\pi}\int_{-\infty}^{\infty}d\kappa\,e^{-i\kappa x}\langle e^{i\kappa\Delta}\rangle_i .
\end{equation}
By part (b), $A_a=-kT\ln(\epsilon_0p_a)$ and $A_b=-kT\ln(\epsilon_0p_b)+\Delta A$, with $\Delta A=-0.2242$~eV from the partition integrals. The results, in eV, are
\begin{center}
\begin{tabular}{rrrr}
$x$ & $A_a$ & $A_b$ & $A_b-A_a$\\
$-0.40$ & $0.2486$ & $-0.1514$ & $-0.4000$\\
$-0.20$ & $0.1456$ & $-0.0544$ & $-0.2000$\\
$0.00$ & $0.0748$ & $0.0748$ & $0.0000$\\
$0.20$ & $0.0308$ & $0.2308$ & $0.2000$
\end{tabular}
\end{center}
At these points the largest deviation of $A_b-A_a$ from $x$ is $10^{-11}$~eV. The numerical check also compares each curve with an integration along the lines of constant gap, with equal agreement.

The remaining values taken from the curves (minima, curvatures, barrier) come from the integration along lines of constant gap. On such a line $E_b-E_a=x$ at every point, so this method satisfies (\ref{eq:main}) by construction; only the table above tests the relation independently. The minima lie at $x_a=0.6788$~eV and $x_b=-0.8755$~eV, with $D=-0.2390$~eV. Equation (\ref{eq:lam}) gives
\begin{align}
\lambda_a&=-0.2390+0.8755=0.6365\ \mathrm{eV},\nonumber\\
\lambda_b&=0.6788+0.2390=0.918\ \mathrm{eV}.
\end{align}
The reorganization energies differ markedly, while their sum is $x_a-x_b=1.554$~eV. The curvature of $A_a$ at $x_a$ is $0.210\ \mathrm{eV}^{-1}$ and that of $A_b$ at $x_b$ is $0.671\ \mathrm{eV}^{-1}$. By part (c), $A_a$ at $x_b$ has the same curvature as $A_b$ there, $0.671\ \mathrm{eV}^{-1}$, so the curvature of $A_a$ itself is about three times larger at $x_b$ than at $x_a$. It does not change monotonically in between: near $x=-0.5$~eV it reaches about $0.90\ \mathrm{eV}^{-1}$, more than four times its value at $x_a$. Here $D$ differs from $\Delta A$, because $\Delta A$ compares the whole distributions and $D$ only their minima.

The barrier from $a$ is $A_a(0)-A_a(x_a)=0.0775$~eV. A Marcus estimate with the mean reorganization energy $\bar\lambda=(x_a-x_b)/2=0.7771$~eV, and with $D$ as the driving force, gives
\begin{equation}
\frac{(\bar\lambda+D)^2}{4\bar\lambda}=\frac{(0.7771-0.2390)^2}{4\times0.7771}=0.093\ \mathrm{eV}.
\end{equation}
This is about 20\% above the barrier of the model. The size and sign of the error depend on which reorganization energy is inserted: $\lambda_a$ in place of $\bar\lambda$ gives $0.062$~eV, about 20\% below, and $\lambda_b$ gives a value about 60\% above.

A different approximation replaces each density by a Gaussian with that state's own mean $m_i$ and variance $\sigma_i^2$. At $x=0$ the resulting curves are
\begin{equation}
G_i(0)=F_i+kT\left[\frac{m_i^2}{2\sigma_i^2}+\frac12\ln\frac{2\pi\sigma_i^2}{\epsilon_0^2}\right],\qquad F_a=0,\quad F_b=\Delta A .
\end{equation}
With $m_a=0.7912$~eV, $\sigma_a^2=0.14197\ \mathrm{eV}^2$, $m_b=-0.9103$~eV and $\sigma_b^2=0.04456\ \mathrm{eV}^2$,
\begin{align}
G_a(0)&=0.02585\,(2.205-0.057)=0.0555\ \mathrm{eV},\nonumber\\
G_b(0)&=-0.2242+0.02585\,(9.298-0.636)=-0.0003\ \mathrm{eV}.
\end{align}
They should coincide but differ by $-0.056$~eV, about twice $kT$. Since the true densities obey (\ref{eq:main}), this mismatch comes from the Gaussian replacement. It does not show that the linear relation fails for skewed distributions.

\section*{(f) Quantum nuclei}

\paragraph{Question.} Let the nuclear Hamiltonians be
\begin{equation}
H_a=\tfrac12\hbar\omega(p^2+q^2),\qquad
H_b=\varepsilon+\tfrac12\hbar\omega[p^2+(q-d)^2],\qquad [q,p]=i,
\end{equation}
and define the curves by $z_i(x)=\mathrm{Tr}[e^{-\beta H_i}\delta(\Delta-x)]$. Does the result of part (a) survive?

\paragraph{Solution.} In part (a) the Boltzmann factor was split as $e^{-\beta(E_a+\Delta)}=e^{-\beta\Delta}e^{-\beta E_a}$. The operator $\Delta$ depends on $q$ and does not commute with the kinetic energy in $H_a$, so $e^{-\beta(H_a+\Delta)}$ does not split in this way. The consequence follows from the thermal density of $q$.

Write $q=(\hat a+\hat a^\dagger)/\sqrt2$ with $[\hat a,\hat a^\dagger]=1$, $B=e^{i\kappa q}$, $y=\beta\hbar\omega$, and $F(\kappa)=\langle B\rangle_a$. The commutators are $[\hat a,B]=(i\kappa/\sqrt2)B$ and $[\hat a^\dagger,B]=-(i\kappa/\sqrt2)B$. Since $\hat a$ lowers the energy by $\hbar\omega$, $e^{-\beta H_a}\hat a=e^{y}\hat a\,e^{-\beta H_a}$. With the cyclic property of the trace,
\begin{equation}
\langle\hat aB\rangle=e^y\langle B\hat a\rangle
=e^y\left[\langle\hat aB\rangle-\frac{i\kappa}{\sqrt2}F\right]
\;\Rightarrow\;
\langle\hat aB\rangle=\frac{i\kappa}{\sqrt2}\,\frac{e^y}{e^y-1}\,F .
\end{equation}
For $\hat a^\dagger$ the factor is $e^{-y}$, and
\begin{equation}
\langle\hat a^\dagger B\rangle=e^{-y}\left[\langle\hat a^\dagger B\rangle+\frac{i\kappa}{\sqrt2}F\right]
\;\Rightarrow\;
\langle\hat a^\dagger B\rangle=\frac{i\kappa}{\sqrt2}\,\frac{1}{e^y-1}\,F .
\end{equation}
Adding the two, with $(e^y+1)/(e^y-1)=\coth(y/2)$,
\begin{equation}
F'(\kappa)=i\langle qB\rangle=\frac{i}{\sqrt2}\langle(\hat a+\hat a^\dagger)B\rangle=-\frac{\kappa}{2}\coth\frac y2\,F(\kappa).
\end{equation}
With $F(0)=1$ this gives $F=e^{-\kappa^2\sigma_q^2/2}$. The density of $q$ is therefore Gaussian, with variance $\sigma_q^2=\frac12\coth(y/2)$. In state $b$ it is the same Gaussian centred at $d$, and the partition function carries an extra factor $e^{-\beta\varepsilon}$.

The gap is $x=\varepsilon+\frac12\hbar\omega(d^2-2dq)$, which is linear in $q$ for $d\neq0$. The Jacobian between $q$ and $x$ is common to both states and cancels in the ratio:
\begin{align}
A_b-A_a&=\varepsilon+kT\,\frac{(q-d)^2-q^2}{2\sigma_q^2}
=\varepsilon+kT\,\frac{d^2-2dq}{2\sigma_q^2}\nonumber\\
&=\varepsilon+\frac{kT}{\hbar\omega\sigma_q^2}(x-\varepsilon)
=\varepsilon+s\,(x-\varepsilon),\qquad
s=\frac{\tanh(\beta\hbar\omega/2)}{\beta\hbar\omega/2}.
\end{align}
Since $\tanh t<t$ for $t>0$, the slope $s$ is below one. Zero-point motion broadens the gap distributions beyond their classical width, so their ratio varies more slowly with $x$. The classical result returns as $\hbar\omega/kT\to0$.

For $\varepsilon=-0.2$~eV at 300~K, a mode with $\hbar\omega=0.1$~eV has $\beta\hbar\omega/2=1.93$ and $s=0.496$. At $x=0$ the curves differ by $\varepsilon(1-s)=-0.101$~eV instead of meeting. For $\hbar\omega=0.01$~eV, $s=0.988$ and the difference is $-0.002$~eV. Diagonalization of both Hamiltonians confirms these values. The gap distributions in this example are perfectly Gaussian, and yet the relation of part (a) fails at every $x$ except $x=\varepsilon$: what it rests on is a statistical weight that splits as in part (a), not a Gaussian gap. The failure belongs to the definition used here, with the gap as an operator at one nuclear position. If the curves are instead defined along the gap averaged over the imaginary-time path of the nuclei, the weight of each path in state $b$ is that in state $a$ times $e^{-\beta x}$, and the slope is again one.

\section*{Computed values}
\begin{verbatim}
temperature = 300 K, kT = 0.025852 eV
model parameters (eV): {'k_a': 0.8, 'k_b': 1.2, 'g': 0.2, 'c': 0.1, 'h': 0.5, 'eps': -0.3}
Delta A = -kT ln(Z_b/Z_a) = -0.224185 eV
Delta A from gap density of a alone = -0.224185 eV
curves from characteristic functions (eV): x, A_a, A_b, A_b - A_a
  -0.40  0.248631  -0.151369  -0.400000
  -0.20  0.145593  -0.054407  -0.200000
   0.00  0.074805  0.074805  0.000000
   0.20  0.030774  0.230774  0.200000
largest error of A_b - A_a = x: 1.0e-11 eV
largest difference of the two roads: 1.0e-11 eV
minimum of A_a: x_a = 0.6788 eV, A_a = -0.0027 eV
minimum of A_b: x_b = -0.8755 eV, A_b = -0.2417 eV
slope of A_b at x_a = 1.00000
slope of A_a at x_b = -1.00000
curvature of A_a at x_a = 0.2103 1/eV
curvature of A_b at x_b = 0.6715 1/eV
curvature of A_a at x_b = 0.6715 1/eV
lambda_a = 0.6365 eV, lambda_b = 0.9177 eV
lambda_a + lambda_b = 1.5542 eV
x_a - x_b = 1.5542 eV
A_b(x_b) - A_a(x_a) = -0.2390 eV
barrier A_a(0) - A_a(x_a) = 0.0775 eV
Marcus barrier with lambda = (x_a - x_b)/2: 0.0932 eV
state a gap: mean 0.7912 eV, variance 0.14197 eV^2, skewness 0.586
state b gap: mean -0.9103 eV, variance 0.04456 eV^2, skewness -0.381
Gaussian curves, A_b - A_a at x = 0: -0.0558 eV
harmonic check: lambda = 0.75 eV, offset = -0.30 eV, barrier = 0.0675 eV
quantum oscillators: lambda = 0.2 eV, offset = -0.2 eV
  hbar*omega = 0.1 eV: slope 0.49587 (formula 0.49587), A_b - A_a at x=0: -0.10083 eV
  hbar*omega = 0.01 eV: slope 0.98771 (formula 0.98771), A_b - A_a at x=0: -0.00246 eV
\end{verbatim}
